# Validity of the Rayleigh expansion for a perfectly conducting sinusoidal grating

## Problem

A perfect conductor fills the region below $y=a\cos Kx$. Here $a$ is half the peak-to-valley height and $2\pi/K$ is the period. The electric field is parallel to the grooves, so the total field $u$ vanishes on the surface. Time dependence is $e^{-i\omega t}$.

Measure lengths in units of $1/K$ and wavenumbers in units of $K$. The surface is then $y=f(x)=g\cos x$ with $g=Ka$. A wave $u_i=e^{i\alpha x-i\beta_0y}$ of unit amplitude arrives from above. Above the crests the scattered field is

$$u_s=\sum_n R_n e^{i\alpha_nx+i\beta_ny},\qquad \alpha_n=\alpha+n,\quad \beta_n=\sqrt{k^2-\alpha_n^2},\quad \operatorname{Im}\beta_n\ge0 .$$

No $\beta_n$ is zero. The Rayleigh hypothesis says that this series also represents the field inside the grooves.

1. Express $R_n$ through the normal derivative of $u$ on the surface.
2. Find the first singularities met when $u_s$ is continued below the surface.
3. Find the values of $g$ for which the hypothesis holds.
4. Apply the result to a 500 nm period, 365 nm light at normal incidence, and $a=25$ and $50$ nm.

## Hints

1. Apply Green's identity to $u_s$ above the surface and to $u_i$ below it.
2. For large $n$, look for a saddle at complex $x$. Then ask what the map $\zeta\mapsto\zeta+if(\zeta)$ does there.
3. To move the contour, continue the surface density by reflecting points into the physical region.
4. The series must reach the groove bottom, not merely the crest.

## Solution

### Amplitudes

The outgoing periodic Green function, with $(\nabla^2+k^2)G=-\delta$, is

$$G=\frac{i}{4\pi}\sum_n\frac{e^{i\alpha_n(x-x')+i\beta_n|y-y'|}}{\beta_n}.$$

Let the normal point upward. For an observation point above the surface, Green's identity gives

$$u_s=\int(u_s\partial_nG-G\partial_nu_s)\,ds,\qquad 0=\int(u_i\partial_nG-G\partial_nu_i)\,ds .$$

The second identity is taken over the region below the surface, where $u_i$ is regular. Side contributions cancel by quasi-periodicity. The horizontal ends contribute nothing either: in each order $u_s$ and $G$ have the same upward dependence on height far above, and $u_i$ and $G$ the same downward dependence far below, so the two terms of each integrand cancel after integration over a period. Adding the identities and using $u=0$ leaves $u_s=-\int G\,\partial_nu\,ds$. Define $\phi=u_y-f'u_x$, so that $\partial_nu\,ds=\phi\,dx$. Reading off one order above the crests gives

$$R_n=-\frac{i}{4\pi\beta_n}\int_{-\pi}^{\pi}\phi\,e^{-i\alpha_nx-i\beta_nf}\,dx. \tag{1}$$

### The saddle and its geometry

For $n\to+\infty$, $\beta_n=i\gamma_n$ with $\gamma_n=n+\alpha+O(1/n)$. Write $p=\phi e^{-i\alpha x}$, which is periodic. Then

$$R_n=-\frac1{4\pi n}\int p\,e^{\alpha f}e^{n(f-ix)}\,[1+O(1/n)]\,dx. \tag{2}$$

The exponent is stationary where $f'(\zeta)=i$, or $\sin\zeta=-i/g$. One solution is $\zeta_s=-it$, with

$$\sinh t=1/g,\qquad g\cosh t=\sqrt{1+g^2}\equiv q .$$

Now let $Z(\zeta)=\zeta+if(\zeta)$. For real $\zeta$ this is the surface point $x+iy$. At the saddle,

$$Z'(\zeta_s)=1+if'(\zeta_s)=0,\qquad Z(\zeta_s)=iY_s,\qquad Y_s=q-t .$$

Since $Z''(\zeta_s)=-iq\ne0$, the inverse of $Z$ has a square-root branch point at $x=0$, $y=Y_s$, beneath a crest.

### Continuing the density

The contour may be moved to the saddle only if $\phi$ is analytic on the way. Put $z=x+iy$, $z^*=x-iy$ and $Z^*(\zeta)=\zeta-if(\zeta)$, and treat $z,z^*$ as independent. The wave equation becomes $4U_{zz^*}+k^2U=0$. Its solution is

$$U=\frac i2\int_{\zeta_1(z)}^{\zeta_2(z^*)}J\,\phi(s)\,ds,\qquad J=J_0\!\left(k\sqrt{(z-Z(s))(z^*-Z^*(s))}\right), \tag{3}$$

where $Z(\zeta_1)=z$ and $Z^*(\zeta_2)=z^*$. To verify it, first differentiate with respect to $z^*$:

$$U_{z^*}=\frac i2\left[\frac{\phi(\zeta_2)}{Z^{*\prime}(\zeta_2)}+\int_{\zeta_1}^{\zeta_2}J_{z^*}\phi\,ds\right]. \tag{4}$$

In the $z$ derivative of (4), the first term drops out. The lower-limit term also vanishes, because $J_{z^*}$ is proportional to $z-Z(s)$. The power series of $J_0$ gives $J_{zz^*}=-k^2J/4$, so the equation holds.

On the surface $\zeta_1=\zeta_2$ and $U=0$. There $U_{z^*}=i\phi/(2Z^{*\prime})$ and $U_z=-i\phi/(2Z')$. Hence

$$U_y-f'U_x=iZ'U_z-iZ^{*\prime}U_{z^*}=\tfrac12\phi+\tfrac12\phi=\phi .$$

Both Cauchy data agree with those of $u$, so $U=u$ by uniqueness.

The physical field extends to independent $z$ and $z^*$, with $z$ and $\overline{z^*}$ both in the physical region. To see this, write $u$ by Green's formula on the boundary of a bounded, simply connected piece of that region. For a boundary point $w$, the logarithm in the kernel splits into $\log(z-w)+\log(z^*-\bar w)$, and each part is single-valued inside. By boundary regularity for an analytic curve, the region may be enlarged slightly across the surface.

Fix $z=Z(x_0)$ on the surface. Equation (4) is then a linear Volterra equation for $\phi(\zeta_2)$ with known left side. Iteration continues $\phi$ analytically wherever the reflected point $\overline{Z^*(\zeta)}=Z(\bar\zeta)$ is in the physical region.

Take $\bar\zeta=\xi+i\tau$ with $0\le\tau\le t$. Then

$$\operatorname{Re}Z'(\xi+i\tau)=1+g\cos\xi\sinh\tau\ge1-g\sinh\tau .$$

This is positive for $\tau<t$; at $\tau=t$ it vanishes only at $\xi=\pi$ modulo $2\pi$. For two distinct points, $[Z(\eta_1)-Z(\eta_2)]/(\eta_1-\eta_2)$ is the average of $Z'$ on the segment joining them. Its real part is positive, so $Z$ is injective. The image of $0<\tau\le t$ therefore cannot touch the surface. It is connected and contains $Z(i\tau)=i(\tau+g\cosh\tau)$, above the crest, so all of it lies in the physical region. Thus $\phi$ is analytic throughout $-t\le\operatorname{Im}\zeta\le0$, for every $g$. Reflection in $x$ gives the same result for $0\le\operatorname{Im}\zeta\le t$.

### Large orders and the first singularities

Shift the contour in (2) to $\zeta=s-it$; the vertical sides cancel by periodicity. There

$$f-i\zeta=q\cos s-t+i(\sin s-s).$$

The real part has its single maximum per period at $s=0$, where the exponent is $Y_s-qs^2/2+O(s^3)$. The Gaussian integral gives

$$R_n\sim-\frac1{4\pi n}\sqrt{\frac{2\pi}{nq}}\;p(-it)\,e^{\alpha q}e^{nY_s}. \tag{5}$$

For $n\to-\infty$, replace $n$ by $|n|$, $p(-it)$ by $p(it)$ and $\alpha$ by $-\alpha$.

The same strip locates the singularities. For $-t<\operatorname{Im}\zeta<0$, again $\operatorname{Re}Z'>0$, so $Z$ maps this strip one-to-one onto the region between the surface and

$$x=s-\sin s,\qquad y=q\cos s-t .$$

Formula (3) continues $u$ throughout that region. The lower curve has its highest points, which are cusps, at $x=0$ modulo $2\pi$ and $y=Y_s$. Near such a point $U_z$ contains $\phi(\zeta_1)/Z'(\zeta_1)$, which grows as $(z-iY_s)^{-1/2}$ if $\phi(-it)\ne0$. The other saddle does the same to $U_{z^*}$. Because $u_i$ is regular everywhere, these singularities belong to $u_s$. Their height depends on the profile, not on wavelength or angle.

### The threshold

At height $y$, the terms have size $|n|^{-3/2}e^{|n|(Y_s-y)}$. The series converges for $y>Y_s$ and, if $\phi$ is nonzero at either saddle, diverges for $y<Y_s$. Where it converges in the grooves it is the true field, by unique continuation from above the crests.

The groove bottom is at $y=-g$. Setting $Y_s=-g$ gives

$$g_c+\sqrt{1+g_c^2}=\operatorname{arsinh}(1/g_c),\qquad g_c=0.4477. \tag{6}$$

The left side increases with $g$ and the right side decreases, so the root is unique. At equality the terms at the bottom fall as $|n|^{-3/2}$, and the field series still converges. The hypothesis therefore holds for $g\le g_c$ and, with nonzero saddle density, fails for $g>g_c$. For $g\to0$, $Y_s\simeq1-\ln(2/g)$: the singularities sink far below a shallow grating. Above threshold the field in the open groove remains regular; a singularity hidden under the neighbouring crest limits the series.

The density condition can be proved for long waves. As $k\to0$ at normal incidence, the field near the surface is proportional to $\operatorname{Im}W(z)$, where $W$ maps the physical region conformally to the upper half-plane. Since $W$ is real on the surface, the corresponding density continues to $\overline{W'(Z(\bar\zeta))Z'(\bar\zeta)}$. At $\zeta=-it$, $Z'(it)=1+g\sinh t=2$, so the density is $2\overline{W'(i(t+q))}\ne0$. At finite $k$ this condition must be retained; it is evaluated below for the example.

### The 500 nm grating

Here $K=2\pi/500=0.012566\ \mathrm{nm}^{-1}$, so

$$a_c=0.4477/0.012566=35.6\ \mathrm{nm}.$$

The critical peak-to-valley height is 71.3 nm, or 0.1425 of the period.

For $a=25$ nm, $g=0.3142$, $t=1.8748$ and $Y_s=-0.8266$. The singularities lie at $-65.8$ nm, below the bottom at $-25$ nm. For $a=50$ nm, $g=0.6283$, $t=1.2445$ and $Y_s=-0.0635$. They now lie at $-5.05$ nm, well above the bottom at $-50$ nm.

To obtain fields without assuming the Rayleigh hypothesis, $\phi$ was computed from $u_i=\int G\phi\,dx$ imposed at points inside the conductor. This follows from Green's identity there. The integral used 160 surface points, and (1) then gave $R_n$. The saddle density is $|\phi|/K=6.7$ in both cases, so the condition is met. At $n=15$, $|R_n|$ is 0.914 times the value from (5); extrapolation in $1/n$ brings both ratios to 0.9999.

The largest boundary error of the truncated series, relative to the incident amplitude, is:

| $a$ | orders to $\pm8$ | orders to $\pm15$ |
|---|---:|---:|
| 25 nm | $5.3\times10^{-4}$ | $6.5\times10^{-6}$ |
| 50 nm | $4.7$ | $110$ |

At the groove bottom the exponential factor per order is $e^{-0.5125}$ in the first row and $e^{0.5648}$ in the second.

The deep groove also shows the dividing height. On its centre line at $y=+25$ nm, going from 10 to 20 orders on each side lowers the field error from $6.0\times10^{-4}$ to $5.3\times10^{-6}$. At $y=-25$ nm the error rises from 0.43 to 2.1, although the true field there has modulus only 0.80. The far-field amplitudes remain well defined: the efficiencies are 0.334 in order zero and 0.333 in each first order. The failure concerns this pointwise series, not fits that choose other coefficients for the same waves.

### A real metal surface

These dimensions suit an aluminium-coated grating made by interference lithography and lit by the mercury i-line. With a rough aluminium index of $0.4+4.4i$, a flat surface reflects about 0.92 of the power. The field amplitude falls by a factor $e$ in about 13 nm, and the reflected phase corresponds to a conducting plane displaced into the metal by about 13 nm. Neither length is small beside 35.6 nm, so perfect conduction is a coarse model of the near field. The displacement is not a correction to $a_c$; a threshold for penetrable metal needs a separate derivation. For the deep profile, penetration depth times crest curvature is 0.10. A 3 nm oxide of rough index 1.8 changes the flat reflection amplitude by about 0.014 of the incident amplitude when the phase is referred to the metal face. Referred to the outer surface of the oxide, the change is about 0.11, almost all of it phase, because the metal then lies 3 nm deeper; the modulus changes by only 0.002. A departure from a pure cosine changes the threshold directly, as the second variation shows.

## Variation 1: oblique incidence

Let the 50 nm grating be lit at $20^\circ$. Does its singularity height change?

No: $Y_s=q-t$ contains neither $k$ nor $\alpha$. The two sides of the spectrum acquire different prefactors, $p(-it)e^{\alpha q}$ and $p(it)e^{-\alpha q}$, but the same exponential rate. One nonzero saddle density is enough for divergence. With the computed densities, the ratio of $R_n$ to its asymptotic law extrapolates in modulus to 0.998 for positive orders and 1.000 for negative orders.

## Variation 2: a second harmonic

Let $f=g(\cos x+\varepsilon\cos2x)$ with $0<\varepsilon\le1/4$. Find the new threshold.

The saddle condition $f'(-it)=i$ gives

$$g(\sinh t+2\varepsilon\sinh2t)=1,\qquad Y_s=g(\cosh t+\varepsilon\cosh2t)-t .$$

The previous proof carries over, because

$$\operatorname{Re}Z'\ge1-g(\sinh\tau+2\varepsilon\sinh2\tau)>0\qquad(0\le\tau<t),$$

and the real exponent on the shifted line still peaks at $s=0$. Since $f'=-g\sin x\,(1+4\varepsilon\cos x)$, the bottom remains at $x=\pi$, with height $-g(1-\varepsilon)$. The threshold is therefore

$$g(\cosh t+\varepsilon\cosh2t)-t=-g(1-\varepsilon),$$

again with nonzero saddle density required for failure above it. For $\varepsilon=0.05$, numerical solution gives $g_c=0.399$. At a 500 nm period the critical fundamental amplitude falls from 35.6 to 31.8 nm, a decrease of about 11%. This harmonic sharpens the crests and raises the singularities beneath them relative to the groove bottom.
